# Bloch phases for real-space projectors that cross cells or overlap their images: a program that tests the result

```python
"""Real-space projection of cell-periodic functions with Bloch phases.

Result under test: for psi(r) = exp(ik.r) u(r), with u cell-periodic, and
projectors beta_i(r - tau - R) on every lattice vector R,
    b_i(r) = sum_R exp(-ik.(r-tau-R)) beta_i(r-tau-R),
    P_i    = integral over one cell of conj(b_i) u,
    <beta_i^R|psi> = exp(ik.(tau+R)) P_i,
    exp(-ik.r) (V psi)(r) = sum_i b_i(r) D_i P_i.
tau: site, rc: projector radius, D_i: strengths, G: reciprocal vectors.
Hartree atomic units. beta is dimensionless, D is in hartree/bohr^3.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants
from scipy.special import spherical_jn

lattice = np.array([[6.0, 0.0, 0.0], [1.0, 5.5, 0.0], [0.5, 1.0, 6.5]])
recip = 2 * np.pi * np.linalg.inv(lattice).T
volume = abs(np.linalg.det(lattice))
spacing = 2 * np.pi / np.linalg.norm(recip, axis=1)
strength = np.array([-0.2, -0.3, -0.3, -0.3])
k_frac = np.array([0.3, 0.2, -0.4])
k_vec = k_frac @ recip
cutoff = 6.0
n_grid = 24
centre = np.array([0.5, 0.5, 0.5])
corner = np.array([0.1, 0.2, 0.9])
rc_small, rc_large = 2.5, 4.0


def projectors(s, rc):
    """Values of the s, px, py, pz projectors at displacements s."""
    x = s / rc
    f = np.clip(1 - np.sum(x * x, axis=-1), 0, None) ** 4
    return np.stack([f, x[..., 0] * f, x[..., 1] * f, x[..., 2] * f])


def transforms(q, rc):
    """Integral of beta(s) exp(-iq.s) over all space, by radial quadrature."""
    t, w = np.polynomial.legendre.leggauss(300)
    r, w = rc * (t + 1) / 2, rc * w / 2
    f = (1 - (r / rc) ** 2) ** 4
    q_len = np.linalg.norm(q, axis=1)
    qr = q_len[:, None] * r
    s_part = 4 * np.pi * spherical_jn(0, qr) @ (w * r**2 * f)
    p_part = -4j * np.pi * spherical_jn(1, qr) @ (w * r**3 / rc * f)
    unit = q / np.maximum(q_len, 1e-12)[:, None]
    return np.vstack([s_part[None, :], unit.T * p_part])


def grid_fractions(n):
    return np.indices((n, n, n)).reshape(3, -1).T / n


def sphere_list(tau, rc, n, cells=None):
    """Entries (home grid point, true displacement, image cell)."""
    if cells is None:
        reach = rc / spacing
        low = np.ceil(-tau - reach).astype(int)
        high = np.floor(1 - tau + reach).astype(int)
        cells = product(*[range(a, b + 1) for a, b in zip(low, high)])
    frac = grid_fractions(n)
    points, shifts, images = [], [], []
    for cell in cells:
        s = (frac - tau - np.array(cell)) @ lattice
        inside = np.flatnonzero(np.sum(s * s, axis=1) < rc**2)
        points.append(inside)
        shifts.append(s[inside])
        images.append(np.tile(cell, (len(inside), 1)))
    return np.concatenate(points), np.vstack(shifts), np.vstack(images)


def folded(k, tau, rc, n, rule="full"):
    """Folded projectors on the home grid; other rules are shortcuts."""
    point, s, cell = sphere_list(tau, rc, n)
    if rule == "nearest":
        order = np.argsort(np.sum(s * s, axis=1), kind="stable")
        keep = order[np.unique(point[order], return_index=True)[1]]
        point, s, cell = point[keep], s[keep], cell[keep]
    phase_arm = s + cell @ lattice if rule == "home" else s
    values = projectors(s, rc) * np.exp(-1j * phase_arm @ k)
    b = np.zeros((4, n**3), complex)
    if rule == "overwrite":
        b[:, point] = values
    else:
        for i in range(4):
            np.add.at(b[i], point, values[i])
    return b


def components(b, g_int, n):
    """Overlap of plane waves exp(iG.r)/sqrt(volume) with b, grid sum."""
    f = np.fft.fftn(b.reshape(4, n, n, n), axes=(1, 2, 3)) / n**3
    m = g_int % n
    return np.sqrt(volume) * f[:, m[:, 0], m[:, 1], m[:, 2]]


def plane_waves(k):
    g_int = np.array(list(product(range(-7, 8), repeat=3)))
    q = k + g_int @ recip
    return g_int[np.sum(q * q, axis=1) / 2 < cutoff]


def radial_components(k, g_int, tau, rc):
    phase = np.exp(-2j * np.pi * g_int @ tau)
    return transforms(k + g_int @ recip, rc) * phase / np.sqrt(volume)


def solve(k, g_int, comp):
    q = k + g_int @ recip
    h = np.diag(np.sum(q * q, axis=1) / 2).astype(complex)
    h += (comp.T * strength) @ comp.conj()
    return np.linalg.eigh(h)


print("lattice vectors (bohr):", lattice.tolist())
print(f"cell volume: {volume:.3f} bohr^3")
print("lattice plane spacings (bohr):", np.round(spacing, 4))
short = min(np.linalg.norm(np.array(c) @ lattice)
            for c in product(range(-3, 4), repeat=3) if any(c))
print(f"shortest lattice vector: {short:.4f} bohr; half: {short/2:.4f} bohr")
print("k (fractions of reciprocal vectors):", k_frac)
print("k (1/bohr):", np.round(k_vec, 5))
print("site fractions, centre:", centre, " corner:", corner)
print(f"projector radii: {rc_small} and {rc_large} bohr")
print("strengths D for s,px,py,pz (hartree/bohr^3):", strength)
basis = plane_waves(k_vec)
print(f"cutoff: {cutoff} hartree; plane waves: {len(basis)}; "
      f"grid: {n_grid} points per axis")
assert rc_small < spacing.min() / 2 and rc_small < short / 2 < rc_large

# Image bound: a much wider search must find no further entries.
wide = sphere_list(corner, rc_large, 12, product(range(-4, 5), repeat=3))
assert len(wide[0]) == len(sphere_list(corner, rc_large, 12)[0])

point, shift, image = sphere_list(corner, rc_large, n_grid)
count = np.bincount(point, minlength=n_grid**3)
mean_cover = len(point) / n_grid**3
ratio = 4 * np.pi * rc_large**3 / 3 / volume
assert abs(mean_cover / ratio - 1) < 0.01  # surface error of point counting
print("Large sphere, corner site:")
print(f"  list entries: {len(point)}; distinct points: "
      f"{np.count_nonzero(count)}; largest multiplicity: {count.max()}")
print(f"  entries per grid point: {mean_cover:.4f}; "
      f"sphere volume / cell volume: {ratio:.4f}")

# Lowest state from radial transforms, without any real-space folding.
exact_comp = radial_components(k_vec, basis, corner, rc_large)
levels, vectors = solve(k_vec, basis, exact_comp)
coeff = vectors[:, 0]
zero = np.flatnonzero(np.all(basis == 0, axis=1))[0]
coeff = coeff * np.exp(-1j * np.angle(coeff[zero]))
frac = grid_fractions(n_grid)
u_grid = np.exp(2j * np.pi * frac @ basis.T) @ coeff / np.sqrt(volume)
b_full = folded(k_vec, corner, rc_large, n_grid)
P = volume / n_grid**3 * b_full.conj() @ u_grid

# Open-space quadrature over a sphere around any chosen image.
t, wt = np.polynomial.legendre.leggauss(24)
radius, w_rad = rc_large * (t + 1) / 2, rc_large * wt / 2
phi = 2 * np.pi * np.arange(48) / 48
rr, cc, pp = np.meshgrid(radius, t, phi, indexing="ij")
sine = np.sqrt(1 - cc**2)
s_quad = np.stack([rr * sine * np.cos(pp), rr * sine * np.sin(pp), rr * cc],
                  axis=-1).reshape(-1, 3)
w_quad = ((w_rad * radius**2)[:, None, None] * wt[None, :, None]
          * np.full(48, 2 * np.pi / 48)).ravel()
beta_quad = projectors(s_quad, rc_large)
q_basis = k_vec + basis @ recip


def open_projection(cell):
    r = (corner + np.array(cell)) @ lattice + s_quad
    psi = np.exp(1j * r @ q_basis.T) @ coeff / np.sqrt(volume)
    return beta_quad @ (w_quad * psi)


test_cell = np.array([1, 0, -1])
direct = open_projection(test_cell)
site_phase = np.exp(2j * np.pi * k_frac @ (corner + test_cell))
assert np.max(abs(direct - site_phase * P)) < 1e-6
assert np.max(abs(P)) > 0.1
print("Projections of the lowest state (bohr^1.5):")
for name, value in zip(("s", "px", "py", "pz"), P):
    print(f"  P_{name}: {value.real:.6f} {value.imag:+.6f}i")
print("  image cell for open-space check:", test_cell)
print(f"  exp(ik.(tau+R)): {site_phase.real:.6f} {site_phase.imag:+.6f}i")
print(f"  open-space s projection: {direct[0].real:.6f} "
      f"{direct[0].imag:+.6f}i")
print(f"  largest difference, four channels: "
      f"{np.max(abs(direct - site_phase * P)):.1e} bohr^1.5")

kinetic = np.sum(abs(coeff) ** 2 * np.sum(q_basis**2, axis=1)) / 2
nonlocal_energy = np.sum(strength * abs(P) ** 2)
assert abs(kinetic + nonlocal_energy - levels[0]) < 1e-6
print(f"  kinetic energy: {kinetic:.6f} hartree; sum of D|P|^2: "
      f"{nonlocal_energy:.6f} hartree")

# Back-application at a grid point reached by several images.
cover_sum = np.bincount(point, weights=projectors(shift, rc_large)[0],
                        minlength=n_grid**3)
chosen = np.argmax(count + 0.1 * cover_sum)
r_chosen = frac[chosen] @ lattice
print("Shared grid point, fractions:", np.round(frac[chosen], 5))
v_direct = 0
for cell in product(range(-3, 4), repeat=3):
    s = r_chosen - (corner + np.array(cell)) @ lattice
    if s @ s < rc_large**2:
        beta = projectors(s, rc_large)
        v_direct += np.sum(beta * strength * open_projection(cell))
        print(f"  R {cell}: |s| {np.linalg.norm(s):.4f} bohr, "
              f"k.s {k_vec @ s:+.4f} rad, beta_s {beta[0]:.6f}")
b_s = b_full[0, chosen]
print(f"  folded b_s: {b_s.real:.6f} {b_s.imag:+.6f}i; "
      f"unphased sum: {cover_sum[chosen]:.6f}")
v_folded = np.exp(1j * k_vec @ r_chosen) * np.sum(
    b_full[:, chosen] * strength * P)
assert abs(v_direct - v_folded) < 1e-6 and abs(v_direct) > 1e-4
print(f"  V psi, open space: {v_direct.real:.7f} {v_direct.imag:+.7f}i "
      "hartree/bohr^1.5")
print(f"  V psi, folded:     {v_folded.real:.7f} {v_folded.imag:+.7f}i "
      "hartree/bohr^1.5")

# Energies: radial transforms against the folded grid and two shortcuts.
print("Lowest energy (hartree): radial | full | home phase | nearest image")
cases = [
    ("k, centre, small", k_vec, centre, rc_small, True, True),
    ("k, corner, small", k_vec, corner, rc_small, False, True),
    ("k, centre, large", k_vec, centre, rc_large, False, False),
    ("k, corner, large", k_vec, corner, rc_large, False, False),
    ("k=0, corner, large", np.zeros(3), corner, rc_large, True, False),
]
full_energy = {}
for label, k, tau, rc, home_ok, nearest_ok in cases:
    g_int = plane_waves(k)
    reference = solve(k, g_int, radial_components(k, g_int, tau, rc))[0][0]
    found = []
    for rule in ("full", "home", "nearest"):
        comp = components(folded(k, tau, rc, n_grid, rule), g_int, n_grid)
        found.append(solve(k, g_int, comp)[0][0])
    print(f"  {label}: {reference:.6f} | " +
          " | ".join(f"{e:.6f}" for e in found))
    full_energy[label] = found[0]
    for energy, ok in zip(found, (True, home_ok, nearest_ok)):
        error = abs(energy - reference)
        assert error < 1e-6 if ok else error > 1e-3, (label, error)
for size in ("small", "large"):
    assert abs(full_energy[f"k, centre, {size}"]
               - full_energy[f"k, corner, {size}"]) < 2e-6
ev = physical_constants["Hartree energy in eV"][0]
print(f"  large sphere at k, radial result: {levels[0] * ev:.4f} eV")

# Overwriting repeated points in the scatter spoils Hermiticity.
full_comp = components(b_full, basis, n_grid)
lost = components(folded(k_vec, corner, rc_large, n_grid, "overwrite"),
                  basis, n_grid)
v_good = (full_comp.T * strength) @ full_comp.conj()
v_bad = (lost.T * strength) @ full_comp.conj()
defect = np.max(abs(v_bad - v_bad.conj().T))
assert np.max(abs(v_good - v_good.conj().T)) < 1e-12 and defect > 1e-3
print(f"Overwriting scatter, largest |V - V^dagger|: {defect:.5f} hartree")

# Coarse-grid sum equals the continuum value plus all its aliases.
n_coarse = 8
g_test = np.array([[3, 0, 0]])
coarse = components(folded(k_vec, corner, rc_large, n_coarse),
                    g_test, n_coarse)[:, 0]
alias_g = g_test + n_coarse * np.array(list(product(range(-5, 6), repeat=3)))
alias_sum = radial_components(k_vec, alias_g, corner, rc_large).sum(axis=1)
continuum = radial_components(k_vec, g_test, corner, rc_large)[:, 0]
grid_error = np.max(abs(coarse - continuum))
alias_error = np.max(abs(coarse - alias_sum))
assert alias_error < 1e-6 and grid_error > 1e-5  # truncated alias tail
print(f"Coarse grid, {n_coarse} points per axis, G integers {g_test[0]}:")
print(f"  largest difference from continuum: {grid_error:.2e} bohr^1.5")
print(f"  after adding aliases: {alias_error:.1e} bohr^1.5")

# Moving k by a reciprocal vector changes P only by a site phase.
g_shift = np.array([1, -1, 2])
b_shift = folded(k_vec + g_shift @ recip, corner, rc_large, n_grid)
u_shift = u_grid * np.exp(-2j * np.pi * frac @ g_shift)
P_shift = volume / n_grid**3 * b_shift.conj() @ u_shift
shift_error = np.max(abs(P_shift - np.exp(-2j * np.pi * g_shift @ corner) * P))
assert shift_error < 1e-10
print(f"Shift of k by G integers {g_shift}: largest deviation from the "
      f"phase law {shift_error:.1e} bohr^1.5")

print("done: every assertion held")
```

It prints:

```
lattice vectors (bohr): [[6.0, 0.0, 0.0], [1.0, 5.5, 0.0], [0.5, 1.0, 6.5]]
cell volume: 214.500 bohr^3
lattice plane spacings (bohr): [5.8964 5.436  6.5   ]
shortest lattice vector: 5.5902 bohr; half: 2.7951 bohr
k (fractions of reciprocal vectors): [ 0.3  0.2 -0.4]
k (1/bohr): [ 0.31416  0.17136 -0.43719]
site fractions, centre: [0.5 0.5 0.5]  corner: [0.1 0.2 0.9]
projector radii: 2.5 and 4.0 bohr
strengths D for s,px,py,pz (hartree/bohr^3): [-0.2 -0.3 -0.3 -0.3]
cutoff: 6.0 hartree; plane waves: 150; grid: 24 points per axis
Large sphere, corner site:
  list entries: 17292; distinct points: 12863; largest multiplicity: 3
  entries per grid point: 1.2509; sphere volume / cell volume: 1.2498
Projections of the lowest state (bohr^1.5):
  P_s: 3.532578 +0.000000i
  P_px: -0.000000 +0.010460i
  P_py: 0.000000 +0.016433i
  P_pz: -0.000000 -0.001173i
  image cell for open-space check: [ 1  0 -1]
  exp(ik.(tau+R)): -0.844328 +0.535827i
  open-space s projection: -2.982654 +1.892850i
  largest difference, four channels: 4.0e-08 bohr^1.5
  kinetic energy: 0.417860 hartree; sum of D|P|^2: -2.495936 hartree
Shared grid point, fractions: [0.75    0.875   0.91667]
  R (0, 1, 0): |s| 3.9985 bohr, k.s +0.7749 rad, beta_s 0.000000
  R (1, 0, 0): |s| 3.9907 bohr, k.s +0.1466 rad, beta_s 0.000000
  R (1, 1, 0): |s| 2.9980 bohr, k.s -1.1100 rad, beta_s 0.036891
  folded b_s: 0.016403 +0.033044i; unphased sum: 0.036891
  V psi, open space: -0.0066280 -0.0252078i hartree/bohr^1.5
  V psi, folded:     -0.0066280 -0.0252078i hartree/bohr^1.5
Lowest energy (hartree): radial | full | home phase | nearest image
  k, centre, small: 0.002577 | 0.002577 | 0.002577 | 0.002577
  k, corner, small: 0.002577 | 0.002577 | 0.130306 | 0.002577
  k, centre, large: -2.078076 | -2.078076 | -2.080142 | -2.072140
  k, corner, large: -2.078076 | -2.078076 | -0.786615 | -2.072143
  k=0, corner, large: -2.111429 | -2.111429 | -2.111429 | -2.098481
  large sphere at k, radial result: -56.5473 eV
Overwriting scatter, largest |V - V^dagger|: 0.04973 hartree
Coarse grid, 8 points per axis, G integers [3 0 0]:
  largest difference from continuum: 1.96e-04 bohr^1.5
  after adding aliases: 3.0e-09 bohr^1.5
Shift of k by G integers [ 1 -1  2]: largest deviation from the phase law 6.7e-16 bohr^1.5
done: every assertion held
```
